# Parallel-replica dynamics: summing replica time without distorting surface escape

Let \(N\) independent copies of a surface process start in one basin, each drawn from the basin's quasi-stationary distribution, and let the first copy leave after a clock time \(T_*\). Then the summed time \(NT_*\) and the exit channel have the same joint law as the escape time and channel of a single copy started from that distribution:

\[
P(NT_*\in ds,\ \text{channel }c)=k\,e^{-ks}\,q_c\,ds .
\]

Here \(k\) is the escape rate and \(q_c\) the probability of channel \(c\). The quasi-stationary distribution (QSD) is the law that the dynamics leaves unchanged when conditioned on not having left the basin. "Equilibrated within the basin" has to mean this law; the Boltzmann law restricted to the basin is an approximation to it. If each copy is within total-variation distance \(\varepsilon\) of the QSD, the error stays below a multiple of \(\varepsilon\) derived below.

## The naive scheme and its error

Consider a precursor molecule on a hydroxylated oxide at 450 K, where \(k_BT=0.03878\) eV. It moves along a row of six sites with energies 0.00, 0.06, 0.03, 0.10, 0.02 and 0.20 eV. The saddles between neighbours lie at 0.36, 0.34, 0.38, 0.35 and 0.50 eV. It can leave by ligand exchange from site 6 (saddle 0.58 eV), by a hop over the pocket edge from site 1 (saddle 0.62 eV), or by desorption from any site (level 0.85 eV). Each rate is a prefactor times \(\exp[-(E^\ddagger-E_i)/k_BT]\), with \(E^\ddagger\) the saddle or desorption level. The prefactor is \(10^{15}\) s\(^{-1}\) for desorption and \(10^{13}\) s\(^{-1}\) otherwise. Every visit begins at site 1.

Let \(a_{ic}\) be the exit rate from site \(i\) by channel \(c\), and \(a_i=\sum_c a_{ic}\). Let \(Q_{ij}\) be the hop rate from \(i\) to \(j\neq i\), and let \(Q_{ii}\) be minus the total rate of leaving site \(i\), exits included. Row sums then give \(Q\mathbf 1=-a\). A walker with initial law \(\mu\), a row vector, is still inside at time \(t\) with probability

\[
S_\mu(t)=\mu e^{Qt}\mathbf 1 .
\]

Its mean escape time is \(\int_0^\infty S_\mu\,dt=\mu(-Q)^{-1}\mathbf 1\). Solving this linear system for a start at site 1 gives 413.2 ns.

The naive scheme puts \(N\) copies at site 1, waits for the first exit, and credits \(NT_*\). All copies must survive to \(t=s/N\) for the credited time to exceed \(s\), so

\[
P(NT_*>s)=\left[S_\mu(s/N)\right]^N .
\]

Since \(S_\mu(0)=1\) and \(S'_\mu(0)=\mu Q\mathbf 1=-\mu\cdot a\), we have \(N\ln S_\mu(s/N)\to-s\,\mu\cdot a\) at fixed \(s\). Therefore

\[
P(NT_*>s)\to e^{-s\,\mu\cdot a}\qquad(N\to\infty).
\]

The limit is exponential, but with the escape rate of the initial law. The copies add up many short beginnings and never sample what happens later.

Integrating the finite-\(N\) law numerically gives a mean credited time of 444 ns for \(N=32\) and 679 ns for \(N=1024\), against the true 413 ns. The channels suffer more. Ligand exchange takes 48.8% of true exits, but 44.3% at \(N=32\) and 8.1% at \(N=1024\), the more so the less time the copies have had to reach site 6 (about 0.7 ns at \(N=1024\)). Since the limit \(N\to\infty\) is exactly exponential with the wrong rate, an exponential histogram of credited times is no proof that the scheme is right.

## The law from which time can be summed

The cure is an initial law whose escape rate does not change with time. Let \(\nu\) be unchanged by conditioning on survival:

\[
\nu e^{Qt}=S_\nu(t)\,\nu .
\]

Apply \(e^{Qs}\) and sum over sites. The result is \(S_\nu(t+s)=S_\nu(t)S_\nu(s)\). A continuous, decreasing solution with \(S_\nu(0)=1\) is \(S_\nu=e^{-kt}\). Differentiating the defining relation at \(t=0\) gives \(\nu Q=-k\nu\), and summing over sites gives \(k=\nu\cdot a\).

The probability density for leaving at \(t\) by channel \(c\) is

\[
\sum_i(\nu e^{Qt})_i a_{ic}=e^{-kt}\sum_i\nu_i a_{ic}=k e^{-kt}q_c,
\qquad q_c=\frac1k\sum_i\nu_i a_{ic}.
\]

It factorizes, so time and channel are independent. With \(N\) copies, a given copy wins at \(t\) by channel \(c\) if it exits then and the other \(N-1\) are still inside. Adding the \(N\) possible winners gives

\[
N\,(k e^{-kt}q_c)\,e^{-(N-1)kt}=Nk\,e^{-Nkt}q_c .
\]

Put \(s=Nt\), so that \(dt=ds/N\). The density in \(s\) is \(k e^{-ks}q_c\), the opening result. The factor \(N\) in the clock cancels the factor \(N\) in the rate of first exits, and the winner's channel is unbiased because channel and time are independent.

The argument uses the Markov property, independent copies and the existence of \(\nu\). It therefore carries over to molecular dynamics with a stochastic thermostat, where the state includes velocities, if a QSD exists there and is approached from the initial states used. For the finite site model both properties can be proved.

## Why Boltzmann sampling is not quite enough

Let \(\pi_i\propto e^{-E_i/k_BT}\) be the Boltzmann law in the basin. Hops obey detailed balance, \(\pi_iQ_{ij}=\pi_jQ_{ji}\), so the matrix

\[
H_{ij}=-\sqrt{\pi_i}\,Q_{ij}/\sqrt{\pi_j}
\]

is symmetric. Let its eigenvalues be \(\lambda_1\le\lambda_2\le\dots\), with orthonormal eigenvectors \(u_m\), and define \(\varphi_m(i)=u_m(i)/\sqrt{\pi_i}\). The equation \(Hu_m=\lambda_mu_m\) becomes \(Q\varphi_m=-\lambda_m\varphi_m\). Detailed balance turns this into a left eigenvector:

\[
\sum_i\pi_i\varphi_m(i)Q_{ij}=\pi_j\sum_iQ_{ji}\varphi_m(i)=-\lambda_m\pi_j\varphi_m(j).
\]

The lowest eigenvector can be taken positive. The off-diagonal elements of \(H\) are not positive, so replacing \(u_1\) by \(|u_1|\) cannot raise \(u^{\mathsf T}Hu\); hence \(|u_1|\) is also a lowest eigenvector. If one component vanished, its row of the eigenvalue equation would force the neighbouring components to vanish, and in a connected basin all of them. This holds for every lowest eigenvector, so none of them vanishes at any site. If \(\lambda_1\) and \(\lambda_2\) were equal, some combination of \(u_1\) and \(u_2\) would be a lowest eigenvector that vanishes at a chosen site; hence \(\lambda_1<\lambda_2\). The QSD is therefore

\[
\nu_i=\frac{\pi_i\varphi_1(i)}{\sum_j\pi_j\varphi_1(j)},\qquad k=\lambda_1 .
\]

Now take the unit vector with components \(\sqrt{\pi_i}\) as a trial vector for \(H\):

\[
k=\lambda_1\le\sum_{ij}\sqrt{\pi_i}H_{ij}\sqrt{\pi_j}
=-\sum_{ij}\pi_iQ_{ij}=\sum_i\pi_ia_i\equiv k_{\rm B}.
\]

Boltzmann starts with very many copies thus give a rate that is too high or, at best, equal. Diagonalization gives \(k=2.43\ \mu\text{s}^{-1}\), a lifetime of 412 ns, while \(k_{\rm B}=2.61\ \mu\text{s}^{-1}\), which is 7.6% higher than \(k\). This is the limit \(N\to\infty\); with \(N=32\) the copies relax toward the QSD long before the first exit, and Boltzmann starts raise the rate by only about 0.15%.

The excess comes mainly from site 6. Its Boltzmann occupation is 0.00245 and its QSD occupation 0.00214, because ligand exchange drains the site and hops, though faster, do not fully make up the loss. The exchange rate there is \(10^{13}e^{-0.38/0.03878}\approx5.5\times10^8\) s\(^{-1}\), or 550 \(\mu\text{s}^{-1}\). The occupation difference contributes \(550\times0.00031\approx0.17\ \mu\text{s}^{-1}\), most of the gap of 0.19 \(\mu\text{s}^{-1}\).

## How long to equilibrate

A copy reaches the QSD by running inside the basin, with failures rejected: if it leaves before a time \(t_e\), it restarts from site 1 with its age set to zero. The accepted copies have the law \(\mu_t\) conditioned on survival to \(t=t_e\), and they remain independent.

To bound its distance from \(\nu\), start at site \(i\) and expand:

\[
(e^{Qt})_{ij}=\sum_m\varphi_m(i)e^{-\lambda_mt}\pi_j\varphi_m(j)=b\,\nu_j+R_j .
\]

The term \(m=1\) is \(b\nu_j\), and \(R_j\) holds the rest. With \(\rho=\sum_jR_j\), survival is \(S=b+\rho\), and

\[
\mu_t-\nu=\frac{b\nu+R}{b+\rho}-\nu=\frac{R-\rho\nu}{S}.
\]

The total-variation distance is half the sum of absolute differences. Since \(|\rho|\le\sum_j|R_j|\), it obeys \(\varepsilon\le\sum_j|R_j|/S\). The Cauchy–Schwarz inequality with weights \(\pi_j\), and the orthonormality \(\sum_j\pi_j\varphi_m(j)\varphi_n(j)=\delta_{mn}\), give

\[
\sum_j|R_j|\le\Big[\sum_{m\ge2}\varphi_m(i)^2e^{-2\lambda_mt}\Big]^{1/2}
\le\frac{e^{-\lambda_2t}}{\sqrt{\pi_i}},
\]

because completeness gives \(\sum_m\varphi_m(i)^2=1/\pi_i\). For the denominator, use \(\mathbf 1\ge\varphi_1/\max\varphi_1\) and the non-negative entries of \(e^{Qt}\). This gives \(S\ge\varphi_1(i)e^{-\lambda_1t}/\max\varphi_1\), and so

\[
\varepsilon(t)\le\frac{\max\varphi_1}{\varphi_1(i)\sqrt{\pi_i}}\,e^{-(\lambda_2-\lambda_1)t}.
\]

The relaxation time \(1/(\lambda_2-\lambda_1)\) is 1.71 ns here, far below the lifetime. This separation is what the method exploits.

Errors add over copies. Replace the \(N\) initial laws \(\mu_t\) by \(\nu\) one at a time: each replacement changes the joint law by at most \(\varepsilon\), and the later dynamics cannot enlarge that distance. The credited time and channel are therefore wrong by at most \(N\varepsilon\) in total variation.

## Why the first stretch must run serially

One fault remains. The real visit starts at site 1, not from the QSD, and its early escapes need not be exponential. A single reference walker must therefore first run alone for \(t_e\). If it leaves, its time and channel are accepted as they stand. If it survives, its own law is within \(\varepsilon\) of \(\nu\), and the replicas may continue for it. Together with the replica error, the law of the remaining time and channel is wrong by at most \((N+1)\varepsilon\).

For entry at site 1 this stage matters little: the mean is 413.2 ns from site 1 and 412.1 ns from the QSD. Entry at site 6 would be different. There the exit rate is \(0.55\) ns\(^{-1}\) by exchange plus \(10^{15}e^{-0.65/0.03878}\) s\(^{-1}\approx0.05\) ns\(^{-1}\) by desorption, against a hop rate back to site 5 of \(10^{13}e^{-0.30/0.03878}\) s\(^{-1}\approx4.4\) ns\(^{-1}\). The chance of leaving before any hop is \(0.60/(0.60+4.4)\approx12\%\). Replicas started from the QSD would lose this burst of prompt exits; the serial stage keeps it.

For \(N=32\), require \((N+1)\varepsilon\le0.01\) and let both stages last equally long, in multiples of 0.5 ns. Propagating the conditioned law from site 1 gives \(t_e=12.5\) ns, with \(\varepsilon=2.7\times10^{-4}\) and a bound of 0.009. The largest actual difference in survival probability, evaluated on a time grid out to ten lifetimes, is \(4\times10^{-5}\). For the survival probability the bound is therefore far from tight in this case.

## The clock when exits are found at intervals

Suppose exits are registered at the ends of steps of length \(\delta\), with a walker stopped once it leaves. If the first exit is found in step \(n\), crediting \(Nn\delta\) is too generous: it counts a full step for every replica, although the competition may have been decided earlier in the list.

Order the trials by step, and within a step by replica index. Given that all earlier trials survived, the replica now examined has survived \(n-1\) steps from \(\nu\), so its law is still \(\nu\). It is independent of the others. It therefore survives this trial with probability \(p=e^{-k\delta}\) and otherwise leaves by channel \(c\) with probability \(q_c\). If \(I\) is the lowest index that exits in step \(n\), the trial number is

\[
M=N(n-1)+I,\qquad P(M=m,c)=p^{m-1}(1-p)q_c .
\]

This is the law of a single walker observed every \(\delta\). The credited time is \(M\delta\), and the channel is that of replica \(I\), even if others exit in the same step.

The first step with any exit has mean \(1/(1-p^N)\), so the coarse clock exceeds the correct one on average by

\[
\Delta=\delta\left[\frac{N}{1-p^N}-\frac1{1-p}\right].
\]

For small \(x\), \(1/(1-e^{-x})=1/x+1/2+x/12+\dots\). Use \(x=Nk\delta\) in the first term and \(x=k\delta\) in the second. The terms \(1/(k\delta)\) cancel, leaving

\[
\Delta\approx\delta\left[\frac{N-1}2+\frac{(N^2-1)k\delta}{12}\right].
\]

With \(\delta=0.5\) ns and \(k\delta=0.00121\), this is \(0.5\,(15.5+0.10)=7.8\) ns, or 1.9% of the lifetime. Shorter steps reduce it; the index rule removes it.

## The complete scheme and its speed

1. Run the reference walker for \(t_e\). If it leaves, accept its time and channel.
2. Otherwise prepare \(N\) independent replicas, restarting any that leave before age \(t_e\). Add nothing to the physical clock.
3. Run the replicas to the first exit. Add \(M\delta\) to the \(t_e\) already elapsed, and continue from the winner's exit.

Preparation costs wall time although it adds no physical time. Let \(n_e=t_e/\delta\), let \(f_j\) be the probability that a walker from site 1 leaves in step \(j\), and let \(D(m)\) be the probability that a replica is ready by step \(m\). It either survives its first attempt or restarts after step \(j\), so

\[
D(m)=S(t_e)+\sum_{j=1}^{n_e}f_jD(m-j)\quad(m\ge n_e),
\]

with \(D(m)=0\) for \(m<n_e\). All \(N\) replicas must be ready, hence the mean preparation time is \(W_d=\delta\sum_{m\ge0}[1-D(m)^N]\). The mean wall time per visit is

\[
W=\delta\sum_{n=0}^{n_e-1}S(n\delta)+S(t_e)\left[W_d+\frac{\delta}{1-p^N}\right].
\]

The first sum is the mean duration of the serial stage, and the bracket is paid if that stage is survived. Each replica is assumed to have its own equally fast processor, and communication is free.

For \(N=32\), \(W_d=17.2\) ns. It exceeds 12.5 ns because about \(Nkt_e=32\times0.00243\times12.5\approx1\) replica is lost on the way, and the others wait for its restart. The parallel stage takes 13.1 ns. With the serial stage, \(W=41.8\) ns. The physical mean, with exits rounded up to the next step, is 413.4 ns, so the speedup is \(413.4/41.8=9.9\), not 32.

A simulation of 20,000 visits by these three rules gave a mean physical time of 413.5 ns with a standard error of 2.9 ns. Its exit fractions were 49.1% ligand exchange, 19.9% edge hops and 31.0% desorption. The direct linear solution gives 48.8%, 20.1% and 31.1%.

With \(t_e\) chosen afresh for the same error bound, the speedup is 5.7 for \(N=8\), 9.9 for 32, 9.2 for 128 and 7.9 for 512. More replicas shorten the parallel stage, but they require a smaller \(\varepsilon\), which lengthens \(t_e\) from 10.5 ns at \(N=8\) to 17.0 ns at \(N=512\), and they make it likelier that one of them must restart. If restarts and early exits are neglected, \(W\approx2t_e+1/(Nk)\), so for \(kt_e\ll1\), with the serial stage and the preparation equally long and run one after the other, the speedup cannot pass about \(1/(2kt_e)\). A basin with \(kt_e\) near one offers no gain; a different choice of basin boundaries may restore the separation of times.

## Beside a real deposition process

The parameters are round values chosen for illustration. The process in mind is trimethylaluminium on hydroxylated alumina, where ligand exchange transfers a surface hydrogen to a methyl group and releases methane. The values do not describe a measured pocket, and the 0.4 \(\mu\)s lifetime is a property of the model. It is sensitive to the exchange barrier: lowering or raising the exchange saddle by 0.05 eV changes the lifetime to 221 or 623 ns. Tunnelling, estimated by the Wigner factor \(1+(\hbar\omega/k_BT)^2/24=1.43\) for an assumed barrier frequency of 1000 cm\(^{-1}\), shortens it to 351 ns. This factor is the leading correction for \(\hbar\omega\ll k_BT\); here \(\hbar\omega/k_BT=3.2\), so it gives only a rough estimate. A changed barrier and tunnelling both alter \(k\) and \(\nu\), but not the summation rule.

A real reactor also breaks the assumption of an undisturbed pocket. The gas flux \(P/\sqrt{2\pi mk_BT}\), with pressure \(P=0.02\) Torr, mass \(m=72\) u and six sites of 0.20 nm\(^2\), brings \(r=0.047\) arrivals per \(\mu\)s. The chance of an arrival before escape is \(r/(r+k)=1.9\%\). At 1 Torr, \(r\) is fifty times larger and the chance is about one half. If \(r\) is the same for every site, \(Q\) becomes \(Q-r\mathbf I\), with \(\mathbf I\) the unit matrix: \(\nu\) is unchanged, \(k\) becomes \(k+r\), and arrival is one more exit channel. Memory is a different matter, since the site model assumes that each hop forgets the last. An assumed vibrational memory of 1 ps is 2.3% of the shortest mean stay at a site, 43 ps. High-frequency modes on oxides can relax far more slowly: the O–H stretch of surface hydroxyls on silica lasts on the order of 100 ps, longer than that stay, so the margin must be checked whenever such a mode is excited. Where the two become comparable, that assumption is no longer justified, and the replicas should carry the full atomic state instead of a site label.
